\section*{Dose needed to coat a wide cavity behind a narrow neck}

\section*{The problem}

In atomic layer deposition a precursor gas reacts with a surface until the reactive sites are used up, and then stops. A cavity of wall area $S$ is joined to the gas by one cylindrical neck of diameter $d$, length $L$, cross-section $A_n=\pi d^2/4$ and wall area $S_n=\pi dL$. The aspect ratio of the neck is $a=L/d$. How does the dose, the product of precursor pressure $p$ and time $t$, depend on $S$ when the neck is kept fixed?

The following assumptions hold throughout.
\begin{itemize}
\item Molecules collide with walls and not with each other. A molecule that does not react leaves the wall diffusely, with the cosine distribution.
\item Uptake is irreversible and of Langmuir type: a molecule striking a wall of coverage $\theta$ sticks with probability $b_0(1-\theta)$. Full coverage takes $s_0$ molecules per unit area.
\item The outside pressure is constant, the walls are bare at $t=0$, and the gas inside adjusts at once to the slowly changing coverage.
\item One dose does not noticeably change the geometry.
\end{itemize}

The outside gas has number density $p/kT$ and mean speed $\bar v=\sqrt{8kT/\pi m}$, with $m$ the molecular mass. The flux it sends onto a surface or through an opening is therefore
\begin{equation}
J_0=\frac14\,\frac{p}{kT}\sqrt{\frac{8kT}{\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\end{equation}
The dose is measured by the pure number $X=J_0t/s_0$, called the reduced dose. It is the number of molecules offered to an open surface, per molecule that the surface can hold.

\section*{(a) Flux inside the feature}

Divide all inner walls, neck and cavity, into small elements $i$ of area $A_i$. Let $P_{ij}$ be the probability that a molecule leaving $i$ lands next on $j$, and $P_{i0}$ the probability that it flies out through the mouth. Express the flux $J_i$ striking element $i$ through the uptake rates of all elements.

\subsection*{Solution}

For cosine emission, the part of the emission of $dA$ that reaches $dA'$ at distance $r$ is $\cos\vartheta\cos\vartheta'\,dA'/(\pi r^2)$, where the angles are taken from the two normals. Multiplied by $dA$ this is symmetric in the two elements. Hence
\begin{equation}
A_iP_{ij}=A_jP_{ji},
\end{equation}
and the same holds for exchange with the mouth, of area $A_0=A_n$.

Element $j$ takes up $u_j=s_0\,d\theta_j/dt$ molecules per unit area and time, and re-emits the rest, $J_j-u_j$. The arrivals on $i$ are
\begin{equation}
A_iJ_i=A_0J_0P_{0i}+\sum_jA_j(J_j-u_j)P_{ji}.
\end{equation}
Reciprocity turns $A_jP_{ji}$ into $A_iP_{ij}$ and $A_0P_{0i}$ into $A_iP_{i0}$. Division by $A_i$ gives
\begin{equation}
J_i=P_{i0}J_0+\sum_jP_{ij}(J_j-u_j).
\end{equation}
Every flight ends somewhere, so $P_{i0}=1-\sum_jP_{ij}$. Inserting this and collecting terms,
\begin{equation}
(J_i-J_0)-\sum_jP_{ij}(J_j-J_0)=-\sum_jP_{ij}u_j .
\end{equation}
In matrix form the left side is $(I-P)$ acting on $J-J_0$, so
\begin{equation}
J_i=J_0-\sum_jN_{ij}u_j,\qquad N=(I-P)^{-1}P=P+P^2+P^3+\dots
\label{flux}
\end{equation}
The series converges because a molecule that never reacts eventually escapes. The element $(P^k)_{ij}$ is the probability that the $k$th landing is on $j$. Thus $N_{ij}$ is the mean number of times that a non-reacting molecule released at $i$ strikes $j$ before it escapes. Without uptake the flux is $J_0$ everywhere, however narrow the neck.

\section*{(b) From flux to dose}

Use the uptake law to find the reduced dose at which element $i$ has coverage $\theta_i$.

\subsection*{Solution}

The uptake law is $s_0\,d\theta_i/dt=b_0(1-\theta_i)J_i$. Solve it for $J_i$ and equate the result to (\ref{flux}):
\begin{equation}
\frac{s_0}{b_0}\frac{1}{1-\theta_i}\frac{d\theta_i}{dt}=J_0-s_0\sum_jN_{ij}\frac{d\theta_j}{dt}.
\end{equation}
The $N_{ij}$ depend on geometry alone, so each term can be integrated from the bare surface at $t=0$. After division by $s_0$,
\begin{equation}
X=\frac{J_0t}{s_0}=\frac1{b_0}\ln\frac1{1-\theta_i}+\sum_jN_{ij}\theta_j .
\label{law}
\end{equation}
Within the stated model no further approximation has been made. The logarithm is the dose that an open surface would need. The sum is the price of being hidden. Near full coverage it is the mean number of wall collisions that a non-reacting molecule makes on its way out from $i$. Finding the dose has become a matter of counting collisions.

\section*{(c) Wide cavity behind a neck}

Let $W$ be the probability that a molecule entering one end of the neck diffusely, and evenly over the opening, leaves by the other end. Assume $S\gg A_n$ and a cavity about as high as it is wide. Count the collisions and find the reduced dose for cavity coverage $\theta$.

\subsection*{Solution}

\emph{Hits per visit to the cavity.} Consider the feature without uptake, where the flux is $J_0$ everywhere. The cavity wall is struck $SJ_0$ times per unit time, and $A_nJ_0$ molecules enter the cavity per unit time. The mean number of cavity hits per visit is therefore $S/A_n$.

\emph{Hits per entry into the neck.} The neck wall is struck $S_nJ_0$ times per unit time, and $2A_nJ_0$ molecules enter through its two ends. By mirror symmetry both ends give the same mean,
\begin{equation}
\frac{S_n}{2A_n}=\frac{\pi dL}{2\pi d^2/4}=2a .
\end{equation}

\emph{Number of attempts.} Since $S/A_n\gg1$, a molecule strikes the cavity wall many times before it finds the neck, and loses the memory of where it started. Each entry into the neck is then nearly diffuse and succeeds with probability $W$. The $k$th attempt takes place if the first $k-1$ failed, so the mean number of attempts is
\begin{equation}
\sum_{k=1}^\infty(1-W)^{k-1}=\frac1W .
\end{equation}
Each attempt is preceded by one stay in the cavity. A molecule released at the cavity wall thus makes
\begin{equation}
N=\frac1W\left(\frac{S}{A_n}+\frac{S_n}{2A_n}\right)=\frac{S+S_n/2}{WA_n}
\label{N}
\end{equation}
hits, nearly independent of the point of release.

In (\ref{law}) the cavity hits carry the weight $\theta$. The neck lies nearer the source and sees a flux at least about as high as the cavity does, so its coverage lies between about $\theta$ and 1. Setting it to 1 changes $X$ by no more than about $(1-\theta)S_n/(2WA_n)$. The result is
\begin{equation}
X=\frac{\theta S+S_n/2}{WA_n}+\frac1{b_0}\ln\frac1{1-\theta}.
\label{main}
\end{equation}

For a fixed neck this is a straight line in $S$, with an intercept. The dose is proportional to $S$ when the first part of the first term dominates. That term has a direct reading. Once the neck wall is full, and while the cavity flux is far below $J_0$, the neck delivers $WA_nJ_0$ molecules per unit time, whatever lies behind it. The cavity needs $s_0S\theta$ molecules, and the quotient is the time. A larger cavity needs more material, but the resistance to its delivery stays the same.

In the opposite limit, $S/(WA_n)\ll1/b_0$ with a neck term that is also small, the reaction is the bottleneck and the dose hardly depends on $S$. The local power of $S$, with neck and $\theta$ fixed, is
\begin{equation}
\frac{d\ln X}{d\ln S}=\frac{S}{X}\,\frac{\theta}{WA_n},
\label{power}
\end{equation}
which is the share of the cavity term in the total. It lies between 0 and 1 and does not reach 2.

\section*{(d) A plain closed tube}

Replace the cavity by a flat bottom that closes the tube at its inner end. How does the number of hits depend on the wall area of a long tube of fixed diameter?

\subsection*{Solution}

Release a molecule at the bottom, treated as one evenly emitting element. Each departure leads to $2a$ wall hits on average and to escape with probability $W$. There are $1/W$ departures on average, and all but the first follow a hit on the bottom. Hence
\begin{equation}
N_{\rm tube}=\frac{2a}{W}+\frac1W-1=\frac{1+2a}{W}-1 .
\label{tube}
\end{equation}

The value of $W$ for a long tube follows from the flow through a cross-section. Let gas enter at $z=0$ only and leave freely at $z=L$, with no uptake. Far from the ends, a wall element receives molecules equally from equal distances on both sides, so a linear profile reproduces itself. To leading order it falls from $J_0$ to zero, $J(z)=J_0(1-z/L)$. A molecule crossing the section at angle $\vartheta$ to the axis comes from the wall a distance $\ell\cot\vartheta$ upstream, where $\ell$ is the length of its path projected on the section. It carries the intensity $J(z-\ell\cot\vartheta)/\pi$. The constant part of $J$ cancels between the two directions of flight. With $J'=dJ/dz$, the net flow is
\begin{align}
F&=-\frac{J'}{\pi}\int dA\int_0^{2\pi}\!d\varphi\int_0^\pi\!\ell\cot\vartheta\,\cos\vartheta\,\sin\vartheta\,d\vartheta\nonumber\\
&=-\frac{J'}{\pi}\,\frac{\pi}{2}\int_0^{2\pi}\!d\varphi\int\ell\,dA ,
\end{align}
because the angular integrand is $\ell\cos^2\vartheta$. For a given $\varphi$, divide the disc of radius $R=d/2$ into parallel chords of length $c=2\sqrt{R^2-y^2}$. Along one chord $\ell$ runs from 0 to $c$, which gives $c^2/2$, so
\begin{equation}
\int\ell\,dA=\int_{-R}^{R}2(R^2-y^2)\,dy=\frac{8R^3}{3}.
\end{equation}
The integral over $\varphi$ gives a factor $2\pi$. With $J'=-J_0/L$,
\begin{equation}
F=\frac{J_0}{2L}\,2\pi\,\frac{8R^3}{3}=\frac{8\pi R^3J_0}{3L},\qquad
W=\frac{F}{\pi R^2J_0}=\frac{8R}{3L}=\frac{4}{3a}.
\end{equation}
End effects are left out, so this is the leading term for $a\gg1$. Then (\ref{tube}) becomes
\begin{equation}
N_{\rm tube}\to2a\cdot\frac{3a}{4}=\frac32a^2=\frac{3}{2\pi^2d^4}\,(\pi dL)^2 .
\label{quad}
\end{equation}
This is quadratic in the wall area. A longer tube has more wall to coat, and the added wall also lies behind a larger resistance.

Numerical values of $N_{\rm tube}$ from the flight probabilities between 600 rings of the tube are 688, 2588 and 9967 for $a=20$, 40 and 80. The finite ring width makes the last value about 0.4\% too low, and the others by less; on refinement they tend to 689, 2591 and 10012. Divided by $\frac32a^2$ they are 1.15, 1.08 and 1.04. The last doubling of the wall area corresponds to a power of about 1.95, still approaching 2.

\section*{(e) Where the linear law ends}

Let the cavity be a cylinder of diameter $D$ and height $H$, with $h=H/D$. Its area can be raised by increasing $H$ alone. When does the resistance of the cavity itself matter?

\subsection*{Solution}

Compare a molecule released at the far end with one released at the wall around the neck, which makes $N$ hits. The first must travel to the neck end of the cavity. By (\ref{tube}) this costs $(1+2h)/W_h-1$ hits, where $W_h$ is the transmission probability of a tube of aspect ratio $h$. On this first arrival it escapes with some probability $q$. Otherwise it strikes the end wall, which adds one hit, and continues like the second molecule. The few that enter the neck and come back are treated in the same way, since for $d\ll D$ they are rare. The far end therefore needs
\begin{equation}
\Delta N=\frac{1+2h}{W_h}-1+1+(1-q)N-N=\frac{1+2h}{W_h}-qN
\label{extra}
\end{equation}
additional hits, where a single $q\ll1$ has been dropped next to 1.

If the arrivals were diffuse and even, $q$ would be $W(d/D)^2$. Ray tracing for $D=200$ nm behind a neck with $d=50$ nm and $L=250$ nm gives $q=0.018$ instead of 0.012, both for $h=8$ and for $h=24$. Entry into the neck is about 1.1 times as likely as in the diffuse case, and passage after entry about 1.35 to 1.39 times. The first arrivals from the far end are therefore not a diffuse and even stream. With the traced $q$, (\ref{extra}) gives 76.8 and 825 extra hits. The traced values are 77.2 and 818; finer rings raise them to about 78 and 824, so these numbers are good to 1 or 2\%.

With $q$ steady, $qN$ grows in proportion to $h$, while the first term of (\ref{extra}) tends to $\frac32h^2$. The traced extra hits are about 0.8 and 0.95 of $\frac32h^2$ at the two heights. For a long cavity $S\simeq\pi DH$, and the linear term is $S/(WA_n)\simeq4h(D/d)^2/W$. The two are equal at
\begin{equation}
h^*=\frac{8}{3W}\left(\frac Dd\right)^2 .
\label{cross}
\end{equation}
Lengthening a cavity at fixed $D$ thus keeps the dose linear for $h\ll h^*$ and makes it quadratic for $h\gg h^*$. The statement that the dose grows linearly with wall area holds as long as the neck really does supply nearly all the resistance.

\section*{(f) An alumina process}

Trimethylaluminium (mass 72.09 u) is dosed at 473 K and 0.1 Torr, in a total gas pressure of 1 Torr. Take $s_0=4$ molecules/nm$^2$ and $b_0=0.01$. The neck has $d=50$ nm and $L=250$ nm, and the cavity $D=H=1000$ nm. Find the dose for $\theta=0.95$, and judge the model for this case.

\subsection*{Solution}

For $a=5$ the neck has $W=0.1909$, from the view factors of the tube. With $A_n=1963$ nm$^2$, $WA_n\simeq375$ nm$^2$. The cavity area is $S=\pi DH+\pi D^2/2-A_n=4.71\times10^6$ nm$^2$, and $S_n=3.93\times10^4$ nm$^2$. The terms of (\ref{main}) are
\begin{align}
\frac{\theta S}{WA_n}&=\frac{0.95\times4.71\times10^6}{375}\simeq1.19\times10^4,\nonumber\\
\frac{S_n}{2WA_n}&=\frac{3.93\times10^4}{2\times375}\simeq52,\qquad
\frac{\ln20}{0.01}\simeq300 .
\end{align}
The sum is $X\simeq1.23\times10^4$. One unit of $X$ corresponds to $s_0\sqrt{2\pi mkT}=2.10\times10^{-6}$ Torr s, so
\begin{equation}
pt\simeq1.23\times10^4\times2.10\times10^{-6}\ \text{Torr s}\simeq0.026\ \text{Torr s},
\end{equation}
or 0.26 s at 0.1 Torr. The cavity term makes up 97\% of the dose, so by (\ref{power}) the local power of $S$ is 0.97.

The formula was tested against coverage equations integrated in time, with flight probabilities traced through the real geometry. The neck was the same in all cases, and the dose was read when the mean cavity coverage reached 0.95:

\begin{center}
\begin{tabular}{ccccc}
$D$ (nm) & $H$ (nm) & $S$ ($\mu$m$^2$) & $X$ integrated & $X$ from (\ref{main})\\
300 & 300 & 0.422 & 1411 & 1422\\
500 & 500 & 1.176 & 3302 & 3332\\
700 & 700 & 2.307 & 6155 & 6198\\
1000 & 300 & 2.511 & 6684 & 6715\\
1000 & 1000 & 4.710 & 12282 & 12288
\end{tabular}
\end{center}

The differences are below 1\% of the formula, and most of them are numerical. The tabulated doses use 30 rings in the neck and sampled rays, and are uncertain by up to about 1\%. With 200 neck rings and exact view factors within the neck and within the cavity they become 1421, 3331, 6197, 6719 and 12286, all within 0.1\% of the formula. From the third row to the last the area grows by a factor 2.04 and the integrated dose by 2.00; a quadratic law would give 4.2. The flat cavity in the fourth row lies on the same line. For the smallest cavity the intercept of about 350 is a quarter of the dose, so there the growth is linear but not proportional. In the largest cavity the hit number varies by less than 0.1\% over the wall, and its own resistance is negligible. By (\ref{cross}) it would have to be lengthened to $h^*\simeq5600$ before the quadratic term caught up.

These parameters are rough typical values for alumina grown from trimethylaluminium and water, and the sticking probability is the least certain. With $b_0=0.001$ the dose rises by 22\% and the local power of $S$ falls to 0.80. With $b_0=10^{-4}$ the dose would be 3.4 times larger and the power only 0.28, so near proportionality to $S$ in this geometry needs $b_0$ of order $10^{-3}$ or more. For $b_0=0.01$ the largest of the effects sized here is the narrowing of the neck over many cycles. At 0.11 nm of film per cycle, 100 cycles leave a neck 28 nm wide and 272 nm long, and the dose needed becomes 5.1 times the first one. A dose time chosen for the first cycle would then be far too short, so for these conditions it has to be set by the narrowest neck that must still pass gas.

The other effects that were sized are smaller. A molecular diameter of 0.6 nm narrows the neck and adds 3.3\%. If every gas molecule is given this diameter, the mean free path is about 31 $\mu$m, 31 times the cavity width; the carrier gas shifts this value through both its size and its mass, and hard-sphere estimates give roughly 35 $\mu$m in nitrogen and 39 $\mu$m in argon, but only about 22 $\mu$m in helium. With 31 $\mu$m, only about 2\% of the flights between walls are interrupted by a collision in the gas. A non-reacting molecule makes about 12600 flights before it escapes, so it still has a few hundred such collisions. Nearly all of them happen in the cavity, where the gas is well mixed anyway, and on average fewer than one happens in the neck. The cavity holds about 1600 precursor molecules as gas at the outside pressure, against $1.8\times10^7$ taken up by its wall, and without uptake it would fill with a time constant of about 22 $\mu$s. Both figures support the assumption that the gas adjusts at once. Reversible adsorption, by-products that occupy sites, and depletion of the gas outside by many neighbouring features are not included, and their size is not estimated here. The full list of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
neck diameter 50 nm, length 250 nm, aspect 5.0
cavity diameter 1000 nm, height 1000 nm
sticking b0 0.01, target coverage 0.95
uptake 4.0 molecules/nm2, temperature 473 K
precursor 0.1 Torr, total gas 1.0 Torr
molecular mass 72.09 u
neck transmission probability W 0.1909
neck cross-section 1963 nm2
neck wall area 39270 nm2
D nm, H nm, wall area um2, simulated and formula reduced dose:
  [reciprocity, backward/forward exchange 0.995]
    300   300   0.422      1411      1422
    500   500   1.176      3302      3332
    700   700   2.307      6155      6198
   1000   300   2.511      6684      6715
   1000  1000   4.710     12282     12288
simulated slope / predicted slope 1.000
neck hits before escape: traced 52.2, 2a/W 52.4
spread of hit number over cavity wall 0.04 %
worked cavity: floor minus roof hits -2.0 out of 12612
closed tube: aspect, hits from closed end, hits/(1.5 a^2):
    20     688.5   1.147
    40    2588.3   1.078
    80    9967.0   1.038
closed tube: power of wall area, last doubling 1.945
elongated cavity D 200 nm, H 1600 nm, H/D 8
  hits from roof: traced 2856, formula 2896
  first-arrival escape chance 0.0180, diffuse value 0.0119
  entry / diffuse 1.10, passage after entry / W 1.37
  extra far-end hits: traced 77.2, formula 76.8, traced/(1.5 h^2) 0.804
elongated cavity D 200 nm, H 4800 nm, H/D 24
  hits from roof: traced 8198, formula 8259
  first-arrival escape chance 0.0179, diffuse value 0.0119
  entry / diffuse 1.09, passage after entry / W 1.37
  extra far-end hits: traced 817.7, formula 825.1, traced/(1.5 h^2) 0.946
H/D where quadratic equals linear, D = 1000 nm: 5586
dose unit s0*sqrt(2 pi m k T) 2.103e-06 Torr s
cavity term: reduced 11935.6, 2.510e-02 Torr s, share 97.14 %
neck term: reduced 52.4, 1.101e-04 Torr s, share 0.43 %
reaction term: reduced 299.6, 6.299e-04 Torr s, share 2.44 %
total dose: reduced 12288, 0.0258 Torr s
dose time at 0.1 Torr 0.258 s
after 100 cycles at 0.11 nm: neck 28 nm wide, 272 nm long, dose x 5.09
molecule diameter 0.6 nm: dose +3.3 %
sticking 0.001: dose +21.9 %
mean free path 31 um, / cavity width 31
molecules stored as gas 1603, taken up by wall 1.79e+07
cavity filling time without uptake 22.5 us
\end{verbatim}
